# Doping at Which a Bare Contact Overtakes an Insulator-Interlayer Contact: verification in Python

```python
# Result under test: a bare metal/n-semiconductor contact has a smaller
# field-emission exponent than an insulator-interlayer contact when N > N*,
#   N* = eps m (phi_b - phi_m)^2 / (2 q^2 m_i U t^2),  U = phi_m + offset.
# phi_b, phi_m: barriers from the Fermi level, bare and with interlayer (eV)
# offset: insulator band edge above semiconductor band edge (eV)
# t: layer thickness (nm); m, m_i: tunnelling masses (free-electron masses)
# eps: relative permittivity of the semiconductor; N: doping (nm^-3 inside)
# E00: tunnelling energy (q hbar/2) sqrt(N/(m eps)); S: tunnelling exponent
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

HB2 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # hbar^2/(2 m0), eV nm^2
Q2 = sc.e / sc.epsilon_0 * 1e9                  # q^2/eps0, eV nm
KB = sc.k / sc.e                               # eV/K
CM3 = 1e21                                     # nm^-3 to cm^-3


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def normal_mass(normal, m_long, m_trans):
    """Tunnelling mass of the [111] ellipsoid along a surface normal."""
    axis = np.ones(3) / np.sqrt(3)
    n = np.array(normal) / np.linalg.norm(normal)
    inverse = np.eye(3) / m_trans
    inverse += np.outer(axis, axis) * (1 / m_long - 1 / m_trans)
    return 1 / (n @ inverse @ n)


def n_star(p):
    phi_b, phi_m, offset, t, m, m_i, eps = p
    return eps * m * (phi_b - phi_m)**2 / (
        2 * Q2 * m_i * (phi_m + offset) * t**2)


def e00(N, m, eps):
    return np.sqrt(HB2 * Q2 * N / (2 * m * eps))


def width(N, phi, eps):
    return np.sqrt(2 * eps * phi / (Q2 * N))


def poisson_action(N, phi, m, eps):
    """Integrate Poisson's equation and the action from the neutral edge."""
    def rhs(y, u):
        return [u[1], Q2 * N / eps, 2 * np.sqrt(m * max(u[0], 0) / HB2)]

    def surface(y, u):
        return u[0] - phi
    surface.terminal = True
    sol = solve_ivp(rhs, (0, 2000), [0, 0, 0], events=surface,
                    rtol=1e-9, atol=1e-12)
    return sol.t_events[0][0], sol.y_events[0][0][2]


def layer_action(p):
    phi_b, phi_m, offset, t, m, m_i, eps = p
    return quad(lambda x: 2 * np.sqrt(m_i * (phi_m + offset) / HB2), 0, t)[0]


def numeric_gap(N, p, log_ratio=0.0):
    """Bare exponent minus interlayer exponent, from integration."""
    phi_b, phi_m, offset, t, m, m_i, eps = p
    return (poisson_action(N, phi_b, m, eps)[1]
            - poisson_action(N, phi_m, m, eps)[1]
            - layer_action(p) - log_ratio)


def crossing(gap, low, high):
    return np.exp(brentq(lambda u: gap(np.exp(u)), np.log(low), np.log(high),
                         xtol=1e-10))


# Example: metal / alumina / (100) n-germanium, rough typical values
M_LONG, M_TRANS, LATTICE = 1.6, 0.08, 0.566
EPS_LAYER, TEMP = 8.0, 300.0
m100 = normal_mass((1, 0, 0), M_LONG, M_TRANS)
m111 = normal_mass((-1, 1, 1), M_LONG, M_TRANS)  # light valleys on (111)
example = (0.55, 0.15, 2.0, 1.0, m100, 0.3, 16.0)
second = (0.90, 0.30, 3.0, 0.5, 0.12, 1.0, 12.0)
third = (0.70, 0.40, 1.0, 0.8, 0.30, 0.4, 10.0)
phi_b, phi_m, offset, t, m, m_i, eps = example

# Crossover from integrated exponents against the closed formula
for p in (example, second, third):
    ns = n_star(p)
    found = crossing(lambda N: numeric_gap(N, p), ns / 5, ns * 5)
    assert abs(found / ns - 1) < 1e-5
    assert numeric_gap(ns / 2, p) > 0 > numeric_gap(ns * 2, p)
    common = p[0] * layer_action(p) / (p[0] - p[1])
    assert abs(poisson_action(ns, p[0], p[4], p[6])[1] / common - 1) < 1e-5
    w_num, s_num = poisson_action(ns, p[0], p[4], p[6])
    assert abs(w_num / width(ns, p[0], p[6]) - 1) < 1e-5
    assert abs(s_num * e00(ns, p[4], p[6]) / p[0] - 1) < 1e-5
N0 = n_star(example)
numeric_N0 = crossing(lambda N: numeric_gap(N, example), N0 / 5, N0 * 5)
S_i = layer_action(example)

# A tenfold prefactor ratio, by root search and by the scaling rule
prefactor_N = []
for log_ratio in (np.log(10), -np.log(10)):
    found = crossing(lambda N: numeric_gap(N, example, log_ratio),
                     N0 / 8, N0 * 8)
    assert abs(found / N0 * (1 + log_ratio / S_i)**2 - 1) < 1e-5
    prefactor_N.append(found)

# Exact band-edge wave in the depletion parabola: psi'' = z^2 psi, psi'(0)=0.
# r = psi'/psi and L = ln psi; hbar is multiplied by "scale".
wave = solve_ivp(lambda z, u: [z * z - u[0]**2, u[0]], (0, 32), [0, 0],
                 rtol=1e-10, atol=1e-12, dense_output=True).sol


def wave_gap(N, p, scale):
    pb, pm, off, tt, ms, mi, ep = p
    z_b = np.sqrt(np.sqrt(ms * pb / HB2) * width(N, pb, ep) / scale)
    z_m = np.sqrt(np.sqrt(ms * pm / HB2) * width(N, pm, ep) / scale)
    k = np.sqrt(mi * (pm + off) / HB2) * tt / scale
    r_m, log_m = wave(z_m)
    g = r_m / z_m * np.sqrt(mi * pm / (ms * (pm + off)))
    layer = np.log(np.cosh(k) + g * np.sinh(k))
    return 2 * (wave(z_b)[1] - log_m - layer)


def wave_crossing(p, scale):
    ns = n_star(p)
    return crossing(lambda N: wave_gap(N, p, scale), ns / 3, ns * 3)


wave_N = wave_crossing(example, 1.0)
assert abs(wave_crossing(example, 1 / 16) / N0 - 1) < 0.01
err8 = np.log(wave_crossing(second, 1 / 8) / n_star(second))
err16 = np.log(wave_crossing(second, 1 / 16) / n_star(second))
assert abs(err16) < 0.03 and 1.7 < err8 / err16 < 2.3


# Energy-dependent action for band bending "bend", energy E from bulk edge
def depletion_action(N, E, bend):
    E = np.minimum(E, bend)
    return (np.sqrt(bend * (bend - E))
            - E * np.arccosh(np.sqrt(bend / E))) / e00(N, m, eps)


bend_test, E_test = 0.58, 0.03
w_test = width(N0, bend_test, eps)
turn = w_test * (1 - np.sqrt(E_test / bend_test))
direct = quad(lambda x: 2 * np.sqrt(m / HB2 * max(
    bend_test * (1 - x / w_test)**2 - E_test, 0)), 0, turn)[0]
assert abs(direct / depletion_action(N0, E_test, bend_test) - 1) < 1e-5

m_dos = (M_LONG * M_TRANS**2)**(1 / 3)


def fermi_zero(N):
    return HB2 / m_dos * (3 * np.pi**2 * N / 4)**(2 / 3)


def fermi_level(N, T):
    s = np.linspace(0, 1.3, 3000)

    def excess(z):
        filling = trapezoid(2 * s**2 * expit((z - s**2) / (KB * T)), s)
        return 4 * (m_dos / HB2)**1.5 / (2 * np.pi**2) * filling / N - 1
    return brentq(excess, -0.5, 1.0)


def log_conductance_ratio(N, T, barriers=(phi_b, phi_m), below_top=True):
    """ln(G_bare/G_layer), transmission averaged over normal energy.
    below_top=False removes tunnelling through the semiconductor barrier."""
    zeta = fermi_level(N, T)
    result = []
    for phi, layered in zip(barriers, (False, True)):
        bend = phi + zeta
        E = np.linspace(1e-7, bend + 25 * KB * T, 12000)
        S = depletion_action(N, E, bend)
        if not below_top:
            S = np.where(E < bend, np.inf, S)
        if layered:
            S = S + 2 * t * np.sqrt(m_i * (bend + offset - E) / HB2)
        result.append(trapezoid(np.exp(-S) * expit((zeta - E) / (KB * T)), E))
    return np.log(result[0] / result[1])


# Thermionic limit of the layer's advantage. At 1e17 cm^-3 it holds only
# without tunnelling below the barrier top; at 1e14 cm^-3 it holds with it.
# The higher barriers keep the surface depleted there, with equal difference.
S_top = 2 * t * np.sqrt(m_i * offset / HB2)
thermionic = (phi_b - phi_m) / (KB * TEMP) - S_top
low_doping = -log_conductance_ratio(1e17 / CM3, TEMP)
over_top = -log_conductance_ratio(1e17 / CM3, TEMP, below_top=False)
high_pair = (phi_b + 0.2, phi_m + 0.2)
very_low = -log_conductance_ratio(1e14 / CM3, TEMP, barriers=high_pair)
assert abs(over_top - thermionic) < 0.1
assert abs(very_low - thermionic) < 0.1
assert low_doping < over_top      # tunnelling below the top favours bare

warm_N = crossing(lambda N: log_conductance_ratio(N, 300.0), N0 / 12, N0 * 8)
cold_N = crossing(lambda N: log_conductance_ratio(N, 77.0), N0 / 12, N0 * 8)


def degenerate_gap(N):
    z = fermi_zero(N)
    return (depletion_action(N, z, phi_b + z)
            - depletion_action(N, z, phi_m + z) - S_i)


degenerate_N = crossing(degenerate_gap, N0 / 8, N0 * 8)


def image_action(N):
    w = width(N, phi_b, eps)
    x = (np.arange(40000) + 0.5) * w / 40000
    V = phi_b * (1 - x / w)**2 - Q2 / (16 * np.pi * eps * x)
    return np.sum(2 * np.sqrt(m * np.maximum(V, 0) / HB2)) * w / 40000


image_N = crossing(lambda N: image_action(N) - phi_m / e00(N, m, eps) - S_i,
                   N0 / 8, N0 * 8)


# Layer drop: phi_m is now shared between semiconductor and layer
def layer_drop(N, phi):
    return Q2 * N * width(N, phi, eps) * t / EPS_LAYER


def shared_barrier(N):
    return brentq(lambda f: f + layer_drop(N, f) - phi_m, 1e-10, phi_m)


def drop_gap(N):
    f = shared_barrier(N)
    sloped = quad(lambda x: 2 * np.sqrt(
        m_i * (f + offset + (phi_m - f) * x / t) / HB2), 0, t)[0]
    return (phi_b - f) / e00(N, m, eps) - sloped


drop_N = crossing(drop_gap, N0 / 8, N0 * 8)

# Lateral momentum of the L valleys on (100), if the layer conserved it
k_par = np.sqrt(2) * np.pi / LATTICE
kappa = np.sqrt(m_i * (phi_m + offset) / HB2)
S_conserved = 2 * t * np.sqrt(kappa**2 + k_par**2)
conserved_N = crossing(lambda N: (phi_b - phi_m) / e00(N, m, eps)
                       - S_conserved, N0 / 100, N0)

print("Inputs (rough typical, metal/alumina/n-Ge)")
show("bare barrier", phi_b, "eV")
show("interlayer-contact barrier", phi_m, "eV")
show("band offset", offset, "eV")
show("layer thickness", t, "nm")
show("layer tunnelling mass", m_i, "m0")
show("Ge permittivity", eps)
show("layer permittivity", EPS_LAYER)
show("Ge longitudinal mass", M_LONG, "m0")
show("Ge transverse mass", M_TRANS, "m0")
show("Ge lattice constant", LATTICE, "nm")
show("Ge (100) tunnelling mass", m100, "m0")
show("temperature", TEMP, "K")
print("Crossover")
show("layer barrier U", phi_m + offset, "eV")
show("layer decay constant", kappa, "1/nm")
show("layer exponent S_i", S_i)
show("E00 at crossover", e00(N0, m, eps), "eV")
show("kT", KB * TEMP, "eV")
show("E00/kT at crossover", e00(N0, m, eps) / (KB * TEMP))
show("N* from formula", N0 * CM3, "cm^-3")
show("N* from integrated exponents", numeric_N0 * CM3, "cm^-3")
show("common exponent", poisson_action(N0, phi_b, m, eps)[1])
show("bare depletion width at N*", width(N0, phi_b, eps), "nm")
for density in (3e18, 5e19):
    e = e00(density / CM3, m, eps)
    show(f"N={density:.0e} cm^-3, bare exponent", phi_b / e)
    show(f"N={density:.0e} cm^-3, layer-contact exponent", phi_m / e + S_i)
for thick in (0.5, 1.5):
    p = (phi_b, phi_m, offset, thick, m, m_i, eps)
    show(f"N* for t={thick} nm", n_star(p) * CM3, "cm^-3")
print("Crossover with one neglected effect restored")
show("exact band-edge wave", wave_N * CM3, "cm^-3")
show("wave test, ln error at hbar/8", err8)
show("wave test, ln error at hbar/16", err16)
show("Fermi energy at N*, 0 K", fermi_zero(N0), "eV")
show("degeneracy, 0 K", degenerate_N * CM3, "cm^-3")
show("conductance integral, 77 K", cold_N * CM3, "cm^-3")
show("conductance integral, 300 K", warm_N * CM3, "cm^-3")
show("image force, bare contact only", image_N * CM3, "cm^-3")
show("layer voltage drop", drop_N * CM3, "cm^-3")
show("shared barrier there", shared_barrier(drop_N), "eV")
show("layer field at N*, fixed barrier", layer_drop(N0, phi_m) / t * 10,
     "MV/cm")
show("(111) light-valley mass", m111, "m0")
p111 = (phi_b, phi_m, offset, t, m111, m_i, eps)
show("(111) light valleys", n_star(p111) * CM3, "cm^-3")
show("layer prefactor 10x worse", prefactor_N[0] * CM3, "cm^-3")
show("layer prefactor 10x better", prefactor_N[1] * CM3, "cm^-3")
show("L-valley lateral wavenumber", k_par, "1/nm")
show("layer exponent, momentum conserved", S_conserved)
show("momentum conserved", conserved_N * CM3, "cm^-3")
show("E00 there", e00(conserved_N, m, eps), "eV")
show("thermionic ln advantage of layer", thermionic)
show("same, full integral at 1e17 cm^-3", low_doping)
show("same, no tunnelling below top", over_top)
show("same, 1e14 cm^-3, barriers +0.2 eV", very_low)
print("no test failed")
```

Printed output:

```
Inputs (rough typical, metal/alumina/n-Ge)
bare barrier: 0.55 eV
interlayer-contact barrier: 0.15 eV
band offset: 2 eV
layer thickness: 1 nm
layer tunnelling mass: 0.3 m0
Ge permittivity: 16
layer permittivity: 8
Ge longitudinal mass: 1.6 m0
Ge transverse mass: 0.08 m0
Ge lattice constant: 0.566 nm
Ge (100) tunnelling mass: 0.1171 m0
temperature: 300 K
Crossover
layer barrier U: 2.15 eV
layer decay constant: 4.115 1/nm
layer exponent S_i: 8.229
E00 at crossover: 0.04861 eV
kT: 0.02585 eV
E00/kT at crossover: 1.88
N* from formula: 1.284e+19 cm^-3
N* from integrated exponents: 1.284e+19 cm^-3
common exponent: 11.31
bare depletion width at N*: 8.704 nm
N=3e+18 cm^-3, bare exponent: 23.41
N=3e+18 cm^-3, layer-contact exponent: 14.61
N=5e+19 cm^-3, bare exponent: 5.734
N=5e+19 cm^-3, layer-contact exponent: 9.793
N* for t=0.5 nm: 5.136e+19 cm^-3
N* for t=1.5 nm: 5.706e+18 cm^-3
Crossover with one neglected effect restored
exact band-edge wave: 1.284e+19 cm^-3
wave test, ln error at hbar/8: -0.01097
wave test, ln error at hbar/16: -0.005531
Fermi energy at N*, 0 K: 0.03654 eV
degeneracy, 0 K: 1.157e+19 cm^-3
conductance integral, 77 K: 1.179e+19 cm^-3
conductance integral, 300 K: 9.13e+18 cm^-3
image force, bare contact only: 1.109e+19 cm^-3
layer voltage drop: 2.036e+19 cm^-3
shared barrier there: 0.05207 eV
layer field at N*, fixed barrier: 1.32 MV/cm
(111) light-valley mass: 0.08944 m0
(111) light valleys: 9.809e+18 cm^-3
layer prefactor 10x worse: 7.839e+18 cm^-3
layer prefactor 10x better: 2.475e+19 cm^-3
L-valley lateral wavenumber: 7.85 1/nm
layer exponent, momentum conserved: 17.73
momentum conserved: 2.767e+18 cm^-3
E00 there: 0.02257 eV
thermionic ln advantage of layer: 7.536
same, full integral at 1e17 cm^-3: 6.811
same, no tunnelling below top: 7.59
same, 1e14 cm^-3, barriers +0.2 eV: 7.537
no test failed
```
